# Finding minimum-energy crossing points of spin states and their seam frequencies, part 1

(Sections cited here and not found follow in the second part.)

A molecule that changes its spin state moves on one potential surface before the event and on another after it. A singlet and a triplet do not mix under the spin-free Hamiltonian, so their surfaces pass through each other, and a weak spin–orbit coupling moves population between them mainly where they are close in energy. The geometries of equal energy form a seam. In the weak-coupling, Landau–Zener regime the lowest point of the seam, the minimum-energy crossing point (MECP), plays the part that a saddle point plays in an adiabatic reaction. Its energy sets the barrier, motion across the seam carries the hop, and the vibrations within the seam supply the partition function. Neither surface is in general stationary there, so a minimizer for one surface will not find the point, and neither Hessian alone gives the vibrations.

## Setting

Hartree atomic units are used. The surfaces $E_1(x)$ and $E_2(x)$, $x\in\mathbb R^n$, are smooth and uncoupled at the level of theory used, with gradients $g_i$ and Hessians $H_i$. Define
$$\Delta E=E_1-E_2,\quad d=g_1-g_2,\quad \Delta H=H_1-H_2,\quad \hat n=d/|d|,\quad P=1-\hat n\hat n^T .$$
We assume $d\neq0$ on the seam $\Delta E=0$, which then has dimension $n-1$ and normal $\hat n$. The $n-1$ columns of $Z$ are an orthonormal basis of the plane orthogonal to $\hat n$, so $Z^Td=0$, $Z^TZ=1$ and $ZZ^T=P$. A conical intersection of states of the same spin and symmetry needs a second constraint and is excluded. A star marks values at the MECP.

## Conditions at the crossing point

Minimizing $E_1$ subject to $\Delta E=0$ uses the Lagrangian
$$L(x,\lambda)=E_1-\lambda\,\Delta E=(1-\lambda)E_1+\lambda E_2 .$$
Setting its derivatives with respect to $x$ and $\lambda$ to zero gives
$$g_1-\lambda d=0,\qquad \Delta E=0. \tag{1}$$
Then $g_1=\lambda d$ and $g_2=g_1-d=(\lambda-1)d$, so both gradients lie along $\hat n$. Write $g_i=\gamma_i\hat n$ with signed slopes $\gamma_i=\hat n\cdot g_i$. Since $\gamma_1-\gamma_2=\hat n\cdot d=|d|>0$,
$$\lambda=\frac{\gamma_1}{\gamma_1-\gamma_2},\qquad 1-\lambda=\frac{-\gamma_2}{\gamma_1-\gamma_2}. \tag{2}$$
In a peaked crossing the slopes are opposite, $\gamma_1>0>\gamma_2$, and $0<\lambda<1$. In a sloped crossing they share a sign, with $\lambda>1$ if both are positive and $\lambda<0$ if both are negative. At $\lambda=0$ the MECP is a stationary point of $E_1$, and at $\lambda=1$ of $E_2$.

The multiplier is a sensitivity. Raising $E_2$ by a constant $\delta$ changes the constraint to $\Delta E(x)=\delta$, so the MECP moves by some $dx$ with $d\cdot dx=d\delta$, and
$$dE^*=g_1\cdot dx=\lambda\,d\cdot dx=\lambda\,d\delta. \tag{3}$$

Equations (1) contain no scalar product. Under an invertible change of coordinates both gradients are multiplied by the same Jacobian matrix, and $g_1=\lambda d$ survives with the same $\lambda$. The MECP is therefore the same point with or without mass weighting.

## The projected gradient

Away from the MECP define the least-squares multiplier $\lambda(x)=d\cdot g_1/|d|^2$. Then
$$Pg_1=g_1-\hat n(\hat n\cdot g_1)=g_1-\lambda(x)\,d ,$$
which is $\nabla_xL$ at that multiplier. Because $Pd=0$, $Pg_1=Pg_2$, and it does not matter which energy is minimized. With a constant $\alpha>0$ in inverse bohr, the search vector is
$$G(x)=\alpha\,\Delta E\,\hat n+Pg_1. \tag{4}$$
The two terms are orthogonal, so $|G|^2=\alpha^2\Delta E^2+|Pg_1|^2$, and $G=0$ exactly when (1) holds. A step along $-G$ reduces $|\Delta E|$ through the first term and lowers both energies equally, to first order, through the second.

Let $J_{ab}=\partial G_a/\partial x_b$. The first term has derivative $\alpha\hat n d^T+\alpha\Delta E\,\partial\hat n$, which on the seam is $\alpha|d|\,\hat n\hat n^T$. For the second term the product rule gives
$$J^{(2)}=H_1-\lambda\,\Delta H-d\,\nabla\lambda^T=H_{\rm eff}-d\,\nabla\lambda^T,$$
$$H_{\rm eff}=(1-\lambda)H_1+\lambda H_2=\frac{\gamma_1H_2-\gamma_2H_1}{\gamma_1-\gamma_2}, \tag{5}$$
where the last form uses (2) and holds at the MECP. The gradient of $\lambda$ need not be computed. The identity $\hat n\cdot Pg_1=0$ holds at every $x$, and its derivative is $\hat n^TJ^{(2)}+(Pg_1)^T\partial\hat n=0$. At the MECP $Pg_1=0$, so $\hat n^TJ^{(2)}=0$ and $J^{(2)}=PJ^{(2)}=PH_{\rm eff}$, since $Pd=0$ removes the last term. Hence
$$J^*=PH_{\rm eff}+\alpha|d|\,\hat n\hat n^T. \tag{6}$$
In the basis $(Z,\hat n)$, with $K=Z^TH_{\rm eff}Z$ and $c=Z^TH_{\rm eff}\hat n$,
$$J^*=\begin{pmatrix}K&c\\0&\alpha|d|\end{pmatrix}.$$
The block $c$ has no partner below the diagonal. The Jacobian of a gradient field is symmetric, so $G$ is not the gradient of any function unless $c=0$. An optimizer fed with $G$ has no energy that belongs to it, and a symmetric update built from differences of $G$ models a matrix that is not symmetric.

The eigenvalues $j$ of a block-triangular matrix are those of its diagonal blocks, here $\alpha|d|$ and the eigenvalues of $K$. For the iteration $x\leftarrow x-\eta G$ the error $e=x-x^*$ obeys $e\leftarrow(1-\eta J^*)e$ to first order. It decays when $|1-\eta j|<1$ for every $j$, which requires all $j>0$ and
$$0<\eta<2/j_{\max},\qquad \text{rate per step}=\max_j|1-\eta j|. \tag{7}$$
A large $\alpha$ makes the normal direction the stiffest and forces a small $\eta$, and a small $\alpha$ makes it the slowest. The variant with $\Delta E\,d$ as first term has $|d|^2$ in place of $\alpha|d|$. For a free molecule the rigid motions are null vectors of $K$ (shown below) and give $j=0$. They carry one solution into an equivalent one, and (7) then applies to the nonzero $j$.

## The Newton step

Linearize (1) about the current $x$ and $\lambda(x)$, with $H$ standing for the Hessian of $L$ or an approximation to it. For a step $s$ and a change $\delta\lambda$,
$$Hs-d\,\delta\lambda=-Pg_1,\qquad d\cdot s=-\Delta E. \tag{8}$$
Split $s=s_n+Zt$ with $s_n$ along $\hat n$. The second equation fixes $s_n$, because $d\cdot Zt=0$. Multiplying the first by $Z^T$ removes $\delta\lambda$ and gives $Z^TH(s_n+Zt)=-Z^Tg_1$, using $Z^TP=Z^T$. Therefore
$$s_n=-\frac{\Delta E}{|d|}\hat n,\qquad s=s_n-Z\,(Z^THZ)^{-1}Z^T(g_1+Hs_n). \tag{9}$$
Solving $Js=-G$ with the block form of (6) gives the same two equations, and $\alpha$ cancels from the normal one. The term $Hs_n$ corrects the tangential gradient for the move onto the seam. The element $\hat n^TH\hat n$ does not enter this step, although a BFGS update uses it through $Hs$ and so carries it into later steps.

The order of convergence follows from expanding the conditions at $x^*=x-e$ about $x$. The constraint gives $0=\Delta E-d\cdot e+O(e^2)$, and with $d\cdot s=-\Delta E$ the new error $e'=e+s$ has $d\cdot e'=O(e^2)$, whatever $H$ is. Stationarity gives $0=g_1-\lambda^*d-H^*_{\rm eff}e+O(e^2)$, so $Z^Tg_1=Z^TH^*_{\rm eff}e+O(e^2)$. Adding $Z^THe$ to both sides of $Z^THs=-Z^Tg_1$ and writing $e'=Zt'+O(e^2)$,
$$(Z^THZ)\,t'=Z^T(H-H^*_{\rm eff})\,e+O(e^2). \tag{10}$$
With $H=H_{\rm eff}$ evaluated at $x$ and $\lambda(x)$, the difference is $O(e)$ and convergence is quadratic, provided $K$ is nonsingular. With $H=H_2$ the difference is $-(1-\lambda)\Delta H$, which stays finite, and the error after one step is first order in $e$.

Without analytic Hessians, $H$ is updated by BFGS. For the secant pair to describe $H_{\rm eff}$, the gradient difference is taken at one fixed multiplier, here the new one $\lambda'=\lambda(x')$:
$$y=(g_1'-\lambda'd')-(g_1-\lambda'd)=H_{\rm eff}\,s+O(s^2).$$
Using each point's own multiplier would add $-d\,(\lambda'-\lambda)$, the unsymmetric term met in $J^{(2)}$. That term lies along $d$ and drops out of $Z^Ty$, so a search that includes it can still converge, but its $y$ is no longer $H_{\rm eff}\,s$.

## Curvature of the seam

Take a curve $x(\sigma)$ in the seam through the MECP, with tangent $\tau=x'$. Differentiating $E_1(x(\sigma))$ and $\Delta E(x(\sigma))=0$ twice gives
$$E''=\tau^TH_1\tau+g_1\cdot x'',\qquad 0=\tau^T\Delta H\,\tau+d\cdot x'' .$$
The term $g_1\cdot x''$ is the energy change from the bending of the seam in a nonzero gradient. At the MECP $g_1\cdot x''=\lambda\,d\cdot x''=-\lambda\,\tau^T\Delta H\tau$, so
$$E''=\tau^T(H_1-\lambda\,\Delta H)\tau=\tau^TH_{\rm eff}\,\tau. \tag{11}$$
A positive definite $K$ is thus sufficient for a minimum within the seam, and a negative eigenvalue excludes one. In a peaked crossing $H_{\rm eff}$ is an average in which each Hessian is weighted by the magnitude of the other state's slope. In a sloped crossing one weight is negative, and $K$ can be indefinite although $H_1$ and $H_2$ are both positive. If $Z^T\Delta HZ=0$ the seam is flat to second order and either Hessian serves.

Two properties follow from $\nabla_xL=(1-\lambda)g_1+\lambda g_2=0$. First, under a curvilinear map $x=\phi(q)$ with Jacobian $T$, the chain rule gives the Hessian of $E_i$ as $T^TH_iT+\sum_k(g_i)_k\,\partial^2\phi_k/\partial q\,\partial q$. In the combination (5) the second terms add to zero, so $H_{\rm eff}\to T^TH_{\rm eff}T$, which is not true of $H_1$. Second, for a free molecule let $A=-A^T$ generate a rigid rotation, $\delta x=Ax$. Invariance means $g_i\cdot Ax=0$ for all $x$. Its derivative is $H_iAx+A^Tg_i=0$, so
$$H_iAx=Ag_i,\qquad H_{\rm eff}Ax=A\,[(1-\lambda)g_1+\lambda g_2]=0. \tag{12}$$
For a translation $r$, $g_i\cdot r=0$ everywhere gives $H_ir=0$. Every rigid motion $r$ therefore has $d\cdot r=0$ and $H_{\rm eff}r=0$. Rigid motions lie in the tangent plane as null vectors of $K$, so with $H=H_{\rm eff}$ the matrix $Z^THZ$ in (9) is singular at the MECP unless they are removed from $Z$. The loop below removes them.

## Frequencies within the seam

These are the harmonic frequencies of classical motion confined to the seam by a constraint force along $d$. With the diagonal mass matrix $M$,
$$M\ddot x=-g_1+\mu\,d,\qquad \mu=\frac{d^TM^{-1}g_1-\dot x^T\Delta H\,\dot x}{d^TM^{-1}d},$$
where $\mu$ comes from inserting $\ddot x$ into the second time derivative of the constraint, $d\cdot\ddot x+\dot x^T\Delta H\dot x=0$. At rest at the MECP $\mu=\lambda$. Driving with $g_2$ would only lower $\mu$ by one. Put $x=x^*+M^{-1/2}u$ and $\mu=\lambda+\delta\mu$. To first order the force is $-(H_1-\lambda\Delta H)M^{-1/2}u+\delta\mu\,d$. Multiplying by $M^{-1/2}$,
$$\ddot u=-\tilde Hu+\delta\mu\,\tilde d,\qquad \tilde d\cdot u=0,\qquad \tilde H=M^{-1/2}H_{\rm eff}M^{-1/2},\quad \tilde d=M^{-1/2}d .$$
The constraint is $d\cdot\delta x=0$ rewritten. Let $\tilde Z$ be an orthonormal basis orthogonal to $\tilde d$, and set $u=\tilde Za$. Multiplying by $\tilde Z^T$ removes $\delta\mu$:
$$\ddot a=-\tilde Z^T\tilde H\tilde Z\,a,\qquad \omega_k^2=\text{eigenvalues of }\tilde Z^T\tilde H\tilde Z. \tag{13}$$
The normal must be $\tilde d$. The unweighted $\hat n$ is parallel to it only if all coordinates on which $d$ is nonzero carry the same mass. A rigid motion appears as $M^{1/2}r$, with $\tilde d\cdot M^{1/2}r=d\cdot r=0$ and $\tilde HM^{1/2}r=M^{-1/2}H_{\rm eff}r=0$, so it is an exact zero mode, decoupled from the rest, and can be dropped from $\tilde Z$. A nonlinear molecule of $N$ atoms keeps $3N-6-1=3N-7$ frequencies and a linear one $3N-6$.

## Pseudocode and cost

```
evaluate E1, E2, g1, g2 at x;  H = initial positive matrix
loop:
  d = g1 - g2;  lam = d.g1/d.d;  n = d/|d|
  stop if |g1 - lam d| < tol_g and |E1 - E2| < tol_E
  if exact Hessians: H = (1-lam) H1 + lam H2
  Z  = orthonormal complement of {n, rigid motions at x}
  sn = -(E1 - E2) n/|d|
  s  = sn - Z solve(Z'HZ, Z'(g1 + H sn));  scale s down to the cap
  x = x + s;  evaluate again (new values a, b for g1, g2)
  lam' = (a-b).a/|a-b|^2
  y = (a - lam'(a-b)) - (g1 - lam' d)
  if s.y > 1e-3 |s||y|:  H += y y'/s.y - (Hs)(Hs)'/s.Hs
  g1 = a;  g2 = b
frequencies:
  Heff = (gam1 H2 - gam2 H1)/(gam1 - gam2)
  Zm = orthonormal complement of {M^(-1/2) d, M^(1/2) rigid motions}
  omega^2 = eigenvalues of Zm' M^(-1/2) Heff M^(-1/2) Zm
```
A quasi-Newton step costs two energies and two gradients, one pair per state, with $O(n^3)$ arithmetic for the basis and the solve and $O(n^2)$ for the update. The frequency analysis costs two Hessians at one geometry.

This part has derived the conditions for the MECP, the projected-gradient and Newton searches for it, and the effective Hessian that gives the frequencies within the seam. What remains is to test these results on a model with peaked and sloped crossings, apply them to SiH$_2$, and examine how the search can fail.
